\section*{Wind valence from a Yukawa impurity adjusted to the Friedel sum rule}

\section{The decision and the model}

A drift calculation for a solute in a current-carrying metal needs a wind valence. If the solute is modelled by a screened Coulomb potential, someone must choose the screening length. In the example below the Thomas--Fermi length gives a wind valence of $-108$, while the length that satisfies the Friedel sum rule gives $-90$. A softer ion obeying the same rule gives $-17$. The sum rule therefore removes one error, and the choice of potential shape can leave a larger one.

Atomic units are used in the algebra ($\hbar=m=e=1$, electron charge $-1$). An impurity of excess charge $Z>0$ sits in a spin-degenerate free-electron gas of density $n=k_F^3/3\pi^2$. An electron has potential energy
\begin{equation}
V(r)=-\frac{Z}{r}e^{-\kappa r}.
\end{equation}
Scattering is elastic, impurities are dilute, the response to the field is linear, and exchange and correlation are left out of $V$.

Electrostatics does not select $\kappa$. For $r>0$ the potential $\phi=-V$ obeys $\nabla^2\phi=\kappa^2\phi$, and Poisson's equation makes this $4\pi$ times the density of screening electrons. Their number is
\begin{equation}
\int_0^\infty 4\pi r^2\,\frac{\kappa^2\phi}{4\pi}\,dr=Z\kappa^2\int_0^\infty re^{-\kappa r}dr=Z
\end{equation}
for every $\kappa$. The condition that does select it is that electrons scattering from $V$ really pile up in the number $Z$.

\section{The sum rule and its unique root}

With $\psi=u(r)Y_{lm}/r$ the radial equation is
\begin{equation}
u''=g\,u,\qquad g=\frac{l(l+1)}{r^2}+2V-k^2 .
\end{equation}
Let $\hat\jmath=xj_l(x)$ and $\hat n=xy_l(x)$ with $x=kr$. Outside the potential $u\propto\cos\delta_l\,\hat\jmath-\sin\delta_l\,\hat n$. Define the free phase $\theta_l$ by $\hat\jmath=A\sin\theta_l$ and $-\hat n=A\cos\theta_l$, with $\theta_l=0$ at the origin. Then $u\propto A\sin(\theta_l+\delta_l)$.

Put a hard wall at a large radius $B$. Levels satisfy $\theta_l(kB)+\delta_l(k)=N\pi$, where $N$ numbers the levels from the lowest, bound ones included (the node count of the next section shows this). Below wavenumber $k$ there are $\lfloor(\theta_l+\delta_l)/\pi\rfloor$ levels with the impurity and $\lfloor\theta_l/\pi\rfloor$ without it. Averaged over small changes of $B$, the difference is $\delta_l/\pi$. Two spins and $2l+1$ orientations give
\begin{equation}
\frac{2}{\pi}\sum_{l}(2l+1)\,\delta_l(k_F)=Z. \label{friedel}
\end{equation}
As a test, the tenth level in a 40-bohr box was found by finite differences. Its wavenumber gave $(\theta_l+\delta_l)/\pi=9.99999$ for $l=0$ and $9.99997$ for $l=1$.

To see how $\delta_l$ depends on $\kappa$, take solutions $u_1,u_2$ for potentials $V_1,V_2$, each with unit amplitude at infinity. From the radial equation, $(u_1u_2'-u_1'u_2)'=2(V_2-V_1)u_1u_2$. The bracket vanishes at the origin and equals $k\sin(\delta_1-\delta_2)$ far out. For a small change $dV$ this gives
\begin{equation}
d\delta_l=-\frac{2}{k}\int_0^\infty dV\,u^2\,dr,\qquad
\frac{d\delta_l}{d\kappa}=-\frac{2Z}{k}\int_0^\infty e^{-\kappa r}u^2dr<0, \label{mono}
\end{equation}
because $\partial V/\partial\kappa=Ze^{-\kappa r}$. The left side of \eqref{friedel} thus falls steadily as $\kappa$ grows. It tends to zero for large $\kappa$. For small $\kappa$ the average $u^2\approx1/2$ makes the last integral about $1/2\kappa$, so $\delta_l$ grows as $(Z/k)\ln(1/\kappa)$ without limit. There is one root, also when the sum stops at a cutoff $L$.

\paragraph{Weak impurity.} To first order in $V$, \eqref{mono} holds with $u=\hat\jmath$. Since $\sum_l(2l+1)j_l^2=1$,
\begin{equation}
\sum_l(2l+1)\delta_l=-2k\int_0^\infty Vr^2dr=2kZ\int_0^\infty re^{-\kappa r}dr=\frac{2kZ}{\kappa^2}.
\end{equation}
Inserted in \eqref{friedel} this gives $\kappa^2=4k_F/\pi$, the Thomas--Fermi value. At the example's density the root $\kappa$ exceeds $\sqrt{4k_F/\pi}$ by $0.16\%$ for $Z=0.01$, by $1.7\%$ for $Z=0.1$ and by $21\%$ for $Z=1$. The first two show a correction linear in $Z$.

\section{Numerov integration and absolute phases}

\paragraph{Start.} Near the origin write $u=\sum_n a_nr^{n+l+1}$ and $rV=\sum_m w_mr^m$, with $w_m=-Z(-\kappa)^m/m!$. The power $r^{n+l-1}$ in the radial equation carries $(n+l+1)(n+l)-l(l+1)=n(n+2l+1)$ on the left, so
\begin{equation}
n(n+2l+1)\,a_n=2\sum_{m=0}^{n-1}w_m\,a_{n-1-m}-k^2a_{n-2},\qquad a_0=1, \label{series}
\end{equation}
with $a_{-1}=0$. The series supplies $u$ at two neighbouring grid points near $0.48$ bohr.

\paragraph{Propagation.} Adding the Taylor expansions about point $i$ gives
\begin{equation}
u_{i+1}-2u_i+u_{i-1}=h^2u_i''+\tfrac{h^4}{12}u_i''''+O(h^6).
\end{equation}
Here $u''=gu$, and $h^2u''''=h^2(gu)''$ is the second difference of $gu$ up to $O(h^4)$. Moving that difference to the left and setting $y=(1-h^2g/12)u$ yields
\begin{equation}
y_{i+1}=\Bigl(2+\frac{h^2g_i}{1-h^2g_i/12}\Bigr)y_i-y_{i-1}+O(h^6). \label{numerov}
\end{equation}
The local error is summed twice over a number of steps proportional to $1/h$, so the global error is $O(h^4)$. With steps of 0.04, 0.02 and 0.01 bohr, successive changes in $\delta_0$ had the ratio 15.7, against 16 for fourth order.

\paragraph{Matching.} Let subscripts 1 and 2 mark two radii outside the potential. Eliminating the amplitude from $u_1/u_2$ gives
\begin{equation}
\tan\delta_l=\frac{u_1\hat\jmath_2-u_2\hat\jmath_1}{u_1\hat n_2-u_2\hat n_1}. \label{match}
\end{equation}
This fixes $\delta_l$ modulo $\pi$, whereas \eqref{friedel} needs the full value.

\paragraph{Branch.} At each $r$ define $\delta(r)$ and $\alpha(r)$ by $u=\alpha F$ and $u'=\alpha k(\cos\delta\,\hat\jmath'-\sin\delta\,\hat n')$, with $F=\cos\delta\,\hat\jmath-\sin\delta\,\hat n$; primes on $\hat\jmath,\hat n$ are derivatives in $x$. Let $S=u'\hat\jmath-ku\hat\jmath'$ and $C=u'\hat n-ku\hat n'$. The Wronskian $\hat\jmath\hat n'-\hat\jmath'\hat n=1$ gives $S=-\alpha k\sin\delta$ and $C=-\alpha k\cos\delta$. The radial equations give $S'=2Vu\hat\jmath$ and $C'=2Vu\hat n$. Hence
\begin{equation}
\delta'(r)=\frac{S'C-SC'}{S^2+C^2}=-\frac{2V}{k}F^2. \label{vp}
\end{equation}
The same Wronskian gives $d\theta_l/dx=1/A^2>0$. At a node of $u$ we have $F=0$, hence $\delta'=0$, and $\theta_l+\delta$ passes upward through a multiple of $\pi$. It starts from zero at the origin. With $N$ nodes inside the matching radius $R$,
\begin{equation}
\delta_l=\pi N+\bigl[(\theta_l+\bar\delta_l)\bmod\pi\bigr]-\theta_l, \label{branch}
\end{equation}
where $\bar\delta_l$ is any solution of \eqref{match}. The value of $\theta_l$ comes from counting the zeros of $\hat\jmath$ in the same way. A hard wall at $B$ places a node there, so by the node theorem $N$ is the level number used above.

Direct integration of \eqref{vp} to 25 bohr for $l=0,1,2$ agreed with the Numerov phases of the example to $1.2\times10^{-8}$ rad.

\section{From phases to the wind force}

\paragraph{Transport cross-section.} The amplitude is $f=k^{-1}\sum(2l+1)e^{i\delta_l}s_lP_l(\mu)$, with $s_l=\sin\delta_l$ and $\mu=\cos\vartheta$. An electron loses the fraction $1-\mu$ of its forward momentum, so $\sigma_{tr}=2\pi\int(1-\mu)|f|^2d\mu$. The first part is $(4\pi/k^2)\sum(2l+1)s_l^2$. In the second, $\mu$ couples only neighbouring $l$, with $\int\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]$. It equals $(4\pi/k^2)\sum2(l+1)s_ls_{l+1}\cos D_l$, with $D_l=\delta_l-\delta_{l+1}$. Since $\sum(2l+1)s_l^2=\sum(l+1)(s_l^2+s_{l+1}^2)$ and
\begin{equation}
s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos D_l=(s_l-s_{l+1}\cos D_l)^2+s_{l+1}^2\sin^2D_l=\sin^2D_l,
\end{equation}
where $s_l-s_{l+1}\cos D_l=\cos\delta_{l+1}\sin D_l$, the result is
\begin{equation}
\sigma_{tr}=\frac{4\pi}{k^2}\sum_{l=0}^{L}(l+1)\sin^2(\delta_l-\delta_{l+1}),\qquad\delta_{L+1}=0. \label{sigma}
\end{equation}

\paragraph{Force.} Elastic scattering gives net rates linear in the occupation, because the Pauli factors cancel between forward and reverse events. A Fermi sphere displaced by a small $q$ along $z$ has surface $k_F+q\mu$. The extra electrons arrive with speed $k_F$ and deliver momentum $k_F\mu\,\sigma_{tr}$ per unit flux:
\begin{equation}
F_z=\frac{2}{8\pi^3}\int d\Omega\;k_F^2(q\mu)\,k_F\,(k_F\mu\,\sigma_{tr})
=\frac{qk_F^4\sigma_{tr}}{3\pi^2}=n\,q\,k_F\,\sigma_{tr}.
\end{equation}
Integrating over a sphere displaced by $0.005k_F$, with the energy dependence of $\sigma_{tr}$ kept, gave $0.99999$ of this value. A field $E$ produces $q=-E\tau$, and the total resistivity is $\rho=1/(n\tau)$. With $F=Z_weE$ and mean free path $\lambda=k_F\tau$,
\begin{equation}
Z_w=-\frac{k_F\sigma_{tr}}{\rho}=-n\lambda\sigma_{tr}. \label{zw}
\end{equation}
The negative sign means a push along the electron flow. At fixed current density $j$ the force is $-k_F\sigma_{tr}j$, so $\rho$ drops out of it, although $Z_w$ varies as $1/\rho$.

A density $n_i$ of impurities takes up momentum at the rate $n_inqk_F\sigma_{tr}$, which must equal $nq/\tau_i$. Their resistivity is $1/(n\tau_i)=n_ik_F\sigma_{tr}/n$. For one conduction electron per atom $n_i/n$ is the impurity fraction $c$, so $Z_w=-(d\rho/dc)/\rho$. This relation allows a comparison with alloy resistivity.

\section{Cutoff in angular momentum}

For large $l$ the centrifugal barrier keeps $u$ out of the core and first order suffices. Insert $j_l^2(kr)=\frac12\int P_l(\mu)\frac{\sin pr}{pr}d\mu$, with $p^2=2k^2(1-\mu)$, into $\delta_l=2kZ\int re^{-\kappa r}j_l^2dr$. The radial integral is $1/(\kappa^2+p^2)$, and
\begin{equation}
\delta_l\simeq\frac{Z}{2k}\int_{-1}^{1}\frac{P_l(\mu)\,d\mu}{z-\mu}=\frac{Z}{k}Q_l(z),\qquad z=1+\frac{\kappa^2}{2k^2}.
\end{equation}
Put $z=\cosh\eta$, so $\sinh(\eta/2)=\kappa/2k$. In $Q_l=\int_0^\infty(z+\sinh\eta\cosh t)^{-l-1}dt$ small $t$ dominates, and a Gaussian integral gives
\begin{equation}
Q_l\simeq\sqrt{\frac{\pi}{2(l+1)\sinh\eta}}\;e^{-(l+1/2)\eta}.
\end{equation}
The cutoff must therefore exceed a few times $1/\eta$, which is about $k/\kappa$ when screening is weak on the scale of the wavelength. In the example the first-order phase is low by $4\%$ at $l=2$ and by $0.03\%$ at $l=6$. With $e^{-\eta}=0.229$, the predicted $\delta_7/\delta_6$ is $0.229\sqrt{7/8}=0.214$, as computed.

\section{Scheme, cost and failure modes}

\begin{verbatim}
phases(kappa, L):
  for l = 0..L:
    series -> u at two points near r = 0.48
    Numerov to R, counting nodes N
    match at R-1 and R; restore branch
excess(kappa) = (2/pi) sum (2l+1) delta_l - Z
for L = 0, 1, 2, ...:
  bracket kappa: excess > 0 low, < 0 high
  solve excess(kappa) = 0
  sigma_tr with delta_{L+1} = 0
  Zw = -kF sigma_tr / rho
  stop when Zw has settled
\end{verbatim}

One evaluation costs $O((L+1)R/h)$. With $h=0.02$ and $R=25$ bohr that is about 1250 steps per partial wave. Bisection of a bracket of width $w$ to precision $\epsilon$ needs $\log_2(w/\epsilon)$ evaluations.

Outward integration is stable under the barrier: the wanted solution grows as $r^{l+1}$ and the unwanted one decays as $r^{-l}$. The following points need care.
\begin{itemize}
\item Numerov should start where $h^2g/12$ is small. At grid point $i$ near the origin the divisor in \eqref{numerov} is about $1-l(l+1)/12i^2$. With $h=0.02$ and series values at the first two points, the phases still came out right for $l=3$ and $l=8$. Once $l(l+1)>108$, that is from $l=10$ on, the divisor is negative at the third point. For $l=10$ to $13$ a false node appeared, which would spoil the branch count.
\item The matching radii must not differ by a multiple of $\pi/k$. Both then carry nearly the same information, and \eqref{match} becomes $0/0$. Here the separation of 1 bohr gives $k_F\times1=0.72$.
\item If $\theta_l+\delta_l$ lies within rounding of a multiple of $\pi$ at $R$, the node count may be off by one. Moving $R$ cures this.
\item Phases reduced to $(-\pi/2,\pi/2)$ break the sum rule for strong impurities. For $Z=2$ the adjusted potential has $\delta_0=2.24$ rad.
\item Holding $\kappa$ fixed while $L$ changes tests only the truncation of the sums. Solving again for each $L$ also shows how the cutoff shifts the potential.
\end{itemize}

A bound state needs no extra term. As $k\to0$ a nonresonant $s$ wave has $\delta_0\to\pi$ times the number of bound levels. At $k=10^{-3}$ bohr$^{-1}$ and $Z=1$, $\delta_0/\pi$ was $0.9986$ for $\kappa=1.51$ \AA$^{-1}$, where diagonalization finds one level. It was $0.0012$ for $2.83$ \AA$^{-1}$, where it finds none.

\section{A copper-like example}

The inputs are rough values for a copper interconnect near 500 K: $n=0.085$ \AA$^{-3}$, $\rho=3$ $\mu\Omega\,$cm and $j=1$ MA/cm$^2$. The solute has $Z=1$, the valence excess of zinc over copper. The gas has $k_F=1.360$ \AA$^{-1}$ and $E_F=7.05$ eV.

At the Thomas--Fermi length, 0.553 \AA, the Friedel charge is 1.375 instead of 1. The adjusted length is 0.457 \AA. The first phases are $1.0949$, $0.1156$, $0.0190$ and $0.0036$ rad. In \eqref{sigma} the $l=0$ term is $\sin^2(0.9792)=0.689$, the $l=1$ term is $2\sin^2(0.0967)=0.019$, and the rest add $0.001$. With $4\pi/k_F^2=6.79$ \AA$^2$ this gives $\sigma_{tr}=4.81$ \AA$^2$. The mean free path is 219 \AA, so
\begin{equation}
Z_w=-0.085\times219\times4.81\approx-90 .
\end{equation}
The field is $3.0\times10^{-8}$ V/\AA\ and the force $-2.7\times10^{-6}$ eV/\AA, or $-4.3\times10^{-15}$ N. Over a jump of 2.55 \AA\ its work is $1.6\times10^{-4}$ of $k_BT$, well within linear response for the atomic drift.

\begin{center}
\begin{tabular}{rccc}
$L$ & length (\AA) & $\sigma_{tr}$ (\AA$^2$) & $Z_w$\\ \hline
0 & 0.7333 & 6.792 & $-126.51$\\
1 & 0.4850 & 5.220 & $-97.23$\\
2 & 0.4629 & 4.893 & $-91.15$\\
4 & 0.4570 & 4.816 & $-89.71$\\
6 & 0.4566 & 4.811 & $-89.62$\\
12 & 0.4566 & 4.811 & $-89.62$
\end{tabular}
\end{center}

At $L=0$ the rule forces $\delta_0=\pi Z/2=\pi/2$, so $\sigma_{tr}$ takes the largest value an $s$ wave allows, $4\pi/k_F^2$. For $Z=2$ the same cutoff would force $\delta_0=\pi$ and no wind force at all. At $L=4$ the error relative to $L=12$ is $0.1\%$. Halving the step, or moving $R$ from 25 to 35 bohr, shifts $Z_w$ by less than $10^{-5}$. These decimals measure numerical convergence within the model.

The adjusted potential has $\delta_0/\pi=0.986$ at $k=10^{-3}$ bohr$^{-1}$, which points to one shallow bound level. From $\delta_0\simeq\pi-ka$ the scattering length is $a\approx43$ bohr, and the zero-range estimate $1/2a^2$ puts the level about 7 meV below zero; solving for the level directly gives 7.5 meV. Its charge is already in the sum rule.

\section{What the number is worth}

Thermal smearing at 500 K, with $\rho$ and $\kappa$ held fixed and $\tau$ independent of energy, changes $Z_w$ by $0.005\%$. With $\tau$ proportional to a power of the energy between $-1/2$ and $3/2$, the change stays within about $0.02\%$. A direct force of nominal valence $+1$ would be about $1\%$ of a wind force with valence $-90$, but $10\%$ of one with valence $-10$. Potential shape matters far more. The next comparisons keep $k_F$ and $\rho$ fixed and adjust each potential to its own Friedel charge.

A point charge screened by an exponential cloud, $V=-(Z/r)(1+ar)e^{-2ar}$, gives $Z_w=-101$. Smearing the excess ionic charge over 0.4 \AA, while the screening cloud keeps its Yukawa form, gives $V=-(Z/r)(e^{-\kappa r}-e^{-\beta r})$ with $1/\beta=0.4$ \AA\ and a wind valence of $-17$. The phases are $\delta_0=0.498$ and $\delta_1=0.186$ rad. The form of the cloud matters too: one that responds linearly to the smeared ion multiplies this $V$ by $\beta^2/(\beta^2-\kappa^2)$ and, with $\kappa$ adjusted again, gives $-26$. The sum rule fixes the weighted sum of phases, whereas the wind force depends on differences between neighbours. Here the smearing lowers the leading difference $\delta_0-\delta_1$ from $0.98$ to $0.31$ rad.

For zinc in copper the measured resistivity increase is roughly 0.3 $\mu\Omega\,$cm per atomic percent. The Yukawa model gives 2.7, about nine times too much. With the relation $Z_w=-(d\rho/dc)/\rho$, the rough measured slope implies $-100\times0.3/3=-10$. The value $-90$ is thus about nine times the size implied by the measured slope and should not enter a drift model for this solute. The point-like excess charge is the suspect assumption: real ions have cores, and the result is very sensitive to smearing. The length 0.4 \AA\ was chosen for illustration, so the nearness of $-17$ to $-10$ is not a confirmation of the soft-ion model. The estimate $-10$ has its own condition, since it takes the scattering of a solute at rest on a lattice site. At the saddle of a jump the ion no longer replaces a host ion. Taking its full charge 2 in the Yukawa form gives $-114$, so the site can matter too. This figure leaves out the vacant sites on either side of the saddle, which also change the force. For the smeared ion with the Yukawa cloud, raising the charge from 1 to 2 and adjusting $\kappa$ again takes the wind valence from $-17$ to $-58$. The relative change is larger there because the $s$-wave term $\sin^2(\delta_0-\delta_1)$, which cannot exceed 1, starts from $0.09$, against $0.69$ in the Yukawa model. The nonspherical Fermi surface and lattice relaxation are not sized here.

The adjusted Yukawa potential is therefore suited to testing a phase-shift code. For a particular solute, the potential should also reproduce the alloy resistivity or come from a calculation that includes the ion core. Agreement with the resistivity tests only the solute at rest on a lattice site. The force along a jump needs its own calculation, with the neighbouring vacant sites included.

\section*{Numbers as computed}
\begin{verbatim}
electron density 0.085 1/A^3, resistivity 3.0 microohm cm
temperature 500.0 K, current density 1.0 MA/cm^2, charge Z = 1.0
Fermi wavenumber 1.3602 1/A, Fermi energy 7.049 eV
Thomas-Fermi screening length 0.5528 A
  Friedel charge there 1.3750, Zw there -107.74
Friedel-adjusted screening length 0.45659 A = 0.86283 bohr
phase shifts l=0..5 (rad): 1.094852 0.115621 0.018971 0.003627 0.000734 0.000153
Friedel charge after adjustment 1.00000000
Numerov against variable-phase equation, l=0..2: largest gap 1.2e-08 rad
error ratio on halving the Numerov step: 15.69 (fourth order: 16)
box level 10, l=0: (theta+delta)/pi = 9.99999
box level 10, l=1: (theta+delta)/pi = 9.99997
kappa 1.512 1/A: 1 bound s level, delta_0(k->0)/pi = 0.9986
kappa 2.835 1/A: 0 bound s level, delta_0(k->0)/pi = 0.0012
adjusted potential: delta_0(k->0)/pi = 0.9862
delta/Born - 1: l=2 0.0392, l=6 0.00027
decay factor exp(-eta) = 0.2292, delta_7/delta_6 = 0.2139
kappa/kappa_TF - 1: Z=0.1 0.01662, Z=0.01 0.001609, Z=1 0.2106
force on displaced Fermi sphere / (n q kF sigma_tr) = 0.999992
transport cross-section 4.8112 A^2, mean free path 219.1 A
wind valence Zw = -89.618
field 3.00e-08 V/A, wind force -2.689e-06 eV/A = -4.308e-15 N
jump length 2.553 A, |force|*jump/kT = 1.59e-04
lmax | screening length (A) | sigma_tr (A^2) | Zw | Friedel charge at final kappa
  0 | 0.733268 | 6.79177 | -126.51169 | 0.697004
  1 | 0.484969 | 5.21996 | -97.23318 | 0.917823
  2 | 0.462930 | 4.89349 | -91.15197 | 0.978209
  3 | 0.458144 | 4.83110 | -89.98988 | 0.994373
  4 | 0.456975 | 4.81611 | -89.71068 | 0.998577
  5 | 0.456684 | 4.81238 | -89.64122 | 0.999646
  6 | 0.456611 | 4.81146 | -89.62397 | 0.999913
  8 | 0.456589 | 4.81117 | -89.61868 | 0.999995
 12 | 0.456588 | 4.81116 | -89.61835 | 1.000000
shift of Zw: step halved -1.0e-06, matching radius 25 to 35 bohr 2.8e-06
thermal smearing changes Zw by -0.0047 percent
direct force of nominal charge / wind force = 0.0112 in size
exponential screening cloud: Zw = -101.47, delta_0 1.1910, delta_1 0.1011 rad
ion smeared over 0.4 A: Zw = -16.66, delta_0 0.4977, delta_1 0.1856 rad
full ionic charge 2: screening length 0.4284 A, delta_0 2.2430 rad, Zw = -114.02
model alloy resistivity 2.689 microohm cm per at.%, rough measured 0.3
Zw implied by the rough measured alloy resistivity: -10.0
\end{verbatim}
